\section*{Wichmann–Kroll charge density and 1s shift in hydrogen-like caesium, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Units are $\hbar=c=m=1$, the electron charge is $-e$ with $e>0$, $\alpha=e^2/4\pi$, and $\eta=Z\alpha$. An electron moves in a static spherical potential energy $V(r)$ that tends to $-\eta/r$ at large $r$. The calculation is one loop in the Furry picture: all orders in $\eta$, first order in $\alpha$. For the Dirac quantum number $\kappa$, with $k=|\kappa|$, the radial functions $(P,Q)$, normalised by $\int(P^2+Q^2)\,dr=1$, see
\begin{equation}
H_\kappa=\begin{pmatrix}1+V&-\partial_r+\kappa/r\\ \partial_r+\kappa/r&-1+V\end{pmatrix},\qquad G_\kappa(z)=(H_\kappa-z)^{-1},
\end{equation}
and $T_\kappa(r,z)=\mathrm{Tr}\,G_\kappa(r,r,z)$. With $w=z-V$, the two rows of $(H_\kappa-z)\phi=0$ read
\begin{equation}
P'=-\frac{\kappa}{r}P+(1+w)Q,\qquad Q'=\frac{\kappa}{r}Q+(1-w)P. \label{ode}
\end{equation}

The charge-symmetric density operator $\frac12[\psi^\dagger,\psi]$, with all states below $E=0$ filled, has the expectation value $n=\frac12(\sum_{E<0}-\sum_{E>0})|\psi|^2$, and $\rho=-en$. Since $\int_{-U}^{U}du/(E-iu)=\int_{-U}^{U}E\,du/(E^2+u^2)\to\pi\,\mathrm{sgn}E$, and $\mathrm{Tr}\,G=\sum|\psi|^2/(E-z)$, one has $\rho/e=(1/2\pi)\int du\,\mathrm{Tr}\,G(x,x,iu)$. The $2k$ magnetic substates give $\sum_m|\Omega_{\kappa m}|^2=2k/4\pi$, so $4\pi r^2\,\mathrm{Tr}\,G=\sum_\kappa 2k\,T_\kappa$. $H_\kappa$ is real, so $T(z^*)=T(z)^*$ and $\int_{-\infty}^\infty du\,T=2\int_0^\infty du\,\mathrm{Re}\,T$.

Replace $V$ by $\lambda V$. The term linear in $\lambda$, from $G=G^0-\lambda G^0VG^0+\dots$, is the one-potential term
\begin{equation}
T^{(1)}_\kappa(r,z)=\partial_\lambda T_\kappa\big|_{\lambda=0}=-\int_0^\infty dy\,V(y)\,\mathrm{Tr}\,[G^0_\kappa(r,y)G^0_\kappa(y,r)]. \label{T1}
\end{equation}
It holds the Uehling density and the charge renormalisation. The Wichmann--Kroll density is what remains, $4\pi r^2\rho_{\rm WK}/e=\sum_kf_k(r)$, with
\begin{equation}
f_k(r)=\frac{2k}{\pi}\int_0^\infty du\;\mathrm{Re}\sum_{\kappa=\pm k}\big[T_\kappa-T^{(1)}_\kappa\big](r,iu), \label{fk}
\end{equation}
where $u$ is integrated before $k$ is summed. No free term is subtracted, for this reason. Exchanging rows and columns of $H_\kappa$ gives $\sigma_xH_\kappa(V)\sigma_x=-H_{-\kappa}(-V)$, hence
\begin{equation}
T_\kappa(z;V)=-T_{-\kappa}(-z;-V). \label{C}
\end{equation}
At $z=iu$ one has $-z=z^*$, so $\mathrm{Re}\sum_\pm T(iu;V)=-\mathrm{Re}\sum_\pm T(iu;-V)$. All even orders in $V$, the free one included, cancel, and $f_k$ starts at order $\eta^3$. ``Nonlinear part'' below means the part of order $\lambda^3$ and higher in this real sum.

\section{The trace from two solutions}

Let $\phi_0$ solve (\ref{ode}) and be regular at $r=0$, and let $\phi_\infty$ decay at infinity. Try $G(r,r')=\phi_\infty(r)\phi_0(r')^T/W$ for $r>r'$ and $\phi_0(r)\phi_\infty(r')^T/W$ for $r<r'$. The derivative in $H$ is $J\partial_r$ with $J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$, so the delta function requires $J$ times the jump of $G$ to be the unit matrix. The jump $(\phi_\infty\phi_0^T-\phi_0\phi_\infty^T)/W$ is antisymmetric with upper right entry $(P_\infty Q_0-P_0Q_\infty)/W$, and $J$ times it is that entry times the unit matrix. The jump has no diagonal, so the trace is continuous:
\begin{equation}
T=\frac{P_0P_\infty+Q_0Q_\infty}{W},\qquad W=P_\infty Q_0-P_0Q_\infty. \label{T}
\end{equation}
$W$ is independent of $r$ because the matrix in (\ref{ode}) is traceless, and it vanishes exactly at the levels. $T$ does not change when either solution is rescaled at the point $r$.

One lemma is used twice. Write (\ref{ode}) as $\phi'=A\phi$ and vary a parameter, $\delta\phi_0'=A\,\delta\phi_0+\delta A\,\phi_0$. The terms with $A$ cancel as they do in $W'=0$, leaving
\begin{equation}
\partial_r(P_\infty\delta Q_0-Q_\infty\delta P_0)=P_\infty(\delta A\phi_0)_Q-Q_\infty(\delta A\phi_0)_P. \label{lemma}
\end{equation}
For $\delta=\partial_z$, $\delta A\phi_0=(Q_0,-P_0)$, and
\begin{equation}
\partial_rB=-T,\qquad B=(P_\infty\partial_zQ_0-Q_\infty\partial_zP_0)/W. \label{B}
\end{equation}

\section{A tiny example: constant potential, $k=1$}

A constant $V_0$ with $|V_0|<1$ shifts all levels without moving any through zero, so the true induced charge is zero. Differentiating the first of (\ref{ode}) and inserting the second gives $P''=[\kappa(\kappa+1)/r^2+c^2]P$ with $c=\sqrt{1-w^2}$, $\mathrm{Re}\,c>0$. For $\kappa=-1$, with $x=cr$ and $Q=(P'-P/r)/(1+w)$,
\begin{align}
P_0&=\sinh x,& Q_0&=\frac{c\,(\cosh x-\sinh x/x)}{1+w},\nonumber\\
P_\infty&=e^{-x},& Q_\infty&=-\frac{c\,(1+1/x)e^{-x}}{1+w}.
\end{align}
In $W$ the terms $\sinh x/x$ cancel and $W=c\,e^{-x}(\cosh x+\sinh x)/(1+w)=c/(1+w)$. With $c^2=(1-w)(1+w)$,
\begin{align}
T_{-1}&=[(1+w)a-(1-w)b]/c,\qquad a=\tfrac12(1-e^{-2x}),\nonumber\\
b&=\tfrac12(1+1/x)\big[(1-1/x)+e^{-2x}(1+1/x)\big].
\end{align}
Equation (\ref{C}) gives $T_{+1}(w)=-T_{-1}(-w)=[(1+w)b-(1-w)a]/c$, so the sum is $S(w)=2w(a+b)/c$, odd in $w$ and analytic except on the real cuts $|w|\ge1$. For $\mathrm{Im}\,w\to+\infty$, $c=-iw\sqrt{1-w^{-2}}$, so $w/c\approx i(1+1/2w^2)$, and $a+b\approx1-1/2x^2\approx1+1/2w^2r^2$. Therefore
\begin{equation}
S\approx\pm2i\Big[1+\frac{M^2}{2w^2}\Big],\qquad M^2=1+\frac{k^2}{r^2},\qquad \mathrm{Im}\,w\to\pm\infty. \label{S}
\end{equation}

The bound term is $\int_{-U}^{U}du\,S(iu-V_0)=\frac1i\int S\,dw$ along the line $\mathrm{Re}\,w=-V_0$. Deform it into a horizontal piece from $-iU-V_0$ to $-iU$, the imaginary axis, and a horizontal piece from $iU$ to $iU-V_0$. The axis gives zero because $S$ is odd. The horizontal pieces tend to $(-2i)V_0$ and $(2i)(-V_0)$, so the bound term tends to $-4V_0$. The one-potential term is $-V_0\int S'(iu)\,du=-V_0[S(iU)-S(-iU)]/i\to-4V_0$. The difference vanishes and $f_1=0$. The integrand does not vanish: the cubic term of (\ref{S}) is $(-V_0^3/6)(iM^2)(-24)(iu)^{-5}=4M^2V_0^3/u^5$, so stopping at $u=U\gg M$ omits
\begin{equation}
\delta f_k\approx\frac{2k}{\pi}\frac{M^2V_0^3}{U^4}. \label{cut}
\end{equation}
For general $k$ the solutions are $\sqrt r\,I_\nu(cr)$ and $\sqrt r\,K_\nu(cr)$, and the same steps, with $I_\nu K_{\nu+1}+I_{\nu+1}K_\nu=1/x$, give $S=2wr[I_{k+1/2}K_{k+1/2}+I_{k-1/2}K_{k-1/2}](cr)$, which again tends to $\pm2i$.

The opposite order fails. In three dimensions $G=(H_0+w)(p^2+c^2)^{-1}$, the matrices $\boldsymbol\alpha,\beta$ are traceless, and at separation $s\to0$ the trace is $4we^{-cs}/4\pi s\to w/\pi s-wc/\pi$. The divergent piece is linear in $w$, so the subtraction removes it. The finite piece is $d(c^3/3\pi)/dw$. At the ends $w_\pm=\pm iU-V_0$ one has $c^3=\pm iw^3(1-3/2w^2+\dots)$, so
\begin{equation}
\frac1i\big[c^3\big]_{w_-}^{w_+}=w_+^3+w_-^3-\tfrac32(w_++w_-)=-2V_0^3+6V_0U^2+3V_0,
\end{equation}
up to terms that vanish as $U\to\infty$. The cubic term survives and gives the spurious, gauge-dependent density $\rho/e=(1/2\pi)(1/3\pi)(-2V_0^3)=-V_0^3/3\pi^2$. By (\ref{cut}), waves with $k/r\gtrsim U$ have not converged in $u$; their omitted parts are missing from the cancellation. The numerical check tests both orders at $V_0=-0.5$, $r=0.1$. With $u$ first ($k\le3$, $U=3000$) it finds $2.8\times10^{-11}$; with $k$ first ($U=10$, extrapolated in the largest $k$) $4.22155\times10^{-3}$, against $0.125/3\pi^2=4.22172\times10^{-3}$, all in $(mc/\hbar)^3$.

\section{The method for a general potential}

The example fixes the design: pair $\pm k$, subtract the linear term accurately, and carry $u$ far beyond $M(r)$.

\paragraph{Radial step.} Use $t=\ln r+r/\beta$, logarithmic near the nucleus and linear outside, with $j=dr/dt$. The matrix $jA$ is traceless, with entries $a=-j\kappa/r$ (upper left), $b=j(1+w)$, $c=j(1-w)$; in this section $c$ is this entry. Over a step $h$ the propagator is $e^\Omega$, $\Omega=\int jA\,dt+\frac12\iint_{t_1>t_2}[jA(t_1),jA(t_2)]+\dots$. For $jA=\bar A+(t-t_m)\dot A$ the commutator is $(t_2-t_1)[\bar A,\dot A]$, and $\iint(t_1-t_2)=h^3/6$ makes the second term $-h^3[\bar A,\dot A]/12$. At the Gauss points $t_m\mp h/2\sqrt3$ one has $[A_1,A_2]=(h/\sqrt3)[\bar A,\dot A]$, which gives the fourth-order Magnus step
\begin{equation}
\Omega=\tfrac h2(A_1+A_2)-q[A_1,A_2],\qquad q=\sqrt3h^2/12.
\end{equation}
The commutator has entries $b_1c_2-b_2c_1=2j_1j_2(w_1-w_2)=2j_1j_2\lambda(V_2-V_1)$, $2(a_1b_2-a_2b_1)$ and $2(c_1a_2-c_2a_1)$. All are linear in $\lambda$, so $\Omega=\Omega_0+\lambda\Omega_1$ exactly. A traceless $2\times2$ matrix obeys $\Omega^2=\mu^2$ with $\mu^2=-\det\Omega$, so $e^{\pm\Omega}=\cosh\mu\,(1\pm\tau\Omega)$, $\tau=\tanh\mu/\mu$. The factor $\cosh\mu$ is dropped because (\ref{T}) ignores scales. The matrix $1\pm\tau\Omega$ stays bounded as $u\to\infty$, where it projects on the growing direction. Both sweeps start from the local eigenvector of $A$, growing at the inner end and decaying at the outer end; each sweep follows the dominant solution, so a starting error is damped.

\paragraph{One-potential term.} Differentiate the discrete step at $\lambda=0$:
\begin{align}
\partial_\lambda\phi_{n\pm1}&=(1\pm\tau\Omega_0)\partial_\lambda\phi_n\pm(\tau\Omega_1+\tau_\lambda\Omega_0)\phi_n,\nonumber\\
\tau_\lambda&=\frac{1-\tanh^2\mu-\tau}{2\mu^2}\,\partial_\lambda\mu^2,
\end{align}
and $T^{(1)}=(\partial_\lambda N-T^0\partial_\lambda W)/W$ with $N$ the numerator of (\ref{T}). The discrete $T$ is a power series in $\lambda$ whose linear term is exactly this $T^{(1)}$, so grid errors of order $\eta$ cancel in (\ref{fk}).

\paragraph{Energy integral.} Put $u=\sinh\vartheta$. The integrand is even in $\vartheta$ and analytic up to the nearest level, $iu=E$, which lies at $|\mathrm{Im}\,\vartheta|=\arcsin|E|$. The trapezoid rule with step $h_u$ then errs by the Fourier component at frequency $2\pi/h_u$, which in $f_k$ has the size $2k(P^2+Q^2)\,e^{-2\pi\arcsin|E|/h_u}$, with $(P,Q)$ the normalised state of that level; a level near zero demands a finer step. Stopping at $u=CM(r)$ costs, by (\ref{cut}) with the local $V$, about $2kV^3/\pi M^2C^4$. Results for steps $h$ and $2h$ are combined as $(16f_h-f_{2h})/15$.

The numerical check tests the pieces separately: the residue of $T$ at the point-nucleus $1s$ level against the exact density (relative error $7\times10^{-11}$), $T^0$ and $T^{(1)}$ against Bessel functions and quadrature of (\ref{T1}) (worst relative error $1.5\times10^{-8}$), the oddness (largest $|\mathrm{Re}[T(V)+T(-V)]|$, twice the even part: $8\times10^{-16}$ for the pair, $0.300$ for $\kappa=-1$ alone), and (\ref{B}) with an independent integrator.

\section{Total charge for an extended nucleus}

Let $V$ be bounded. Normalise $\phi_0$ by a real, $z$-independent leading term at the origin, so that $B(0)=0$ and $\int_0^bT\,dr=-B(b)$. Normalise $\phi_\infty(b)=(1,s_\infty)$ and let $s_0=Q_0/P_0$ at $b$. Differentiating $W=Q_0-s_\infty P_0$ gives
\begin{equation}
B(b)=\partial_z\ln W+\frac{\partial_zs_\infty}{s_0-s_\infty}.
\end{equation}
At large $b$ the ratios approach the local eigenvector values $[\kappa/b\pm\sqrt{M^2-w^2}]/(1+w)$, so the last term depends on the potential near $b$ only. Its nonlinear part carries powers of $V(b)$ and falls fast enough in $u$ to be integrated, so it vanishes as $b\to\infty$. With $du=dz/i$ and $W(z^*)=W(z)^*$, the charge $q_k=\int_0^\infty f_k\,dr$ is the nonlinear part of
\begin{equation}
-\frac{2k}{\pi}\sum_\pm\Phi_\kappa,\qquad \Phi_\kappa=\arg W(i\infty)-\arg W(0), \label{phase}
\end{equation}
the argument followed continuously along the axis.

For $u\to+\infty$, $s_\infty\to i$ and $W\to-i(P_0+iQ_0)$. For $F_\pm=P_0\pm iQ_0$, adding the equations (\ref{ode}) gives
\begin{equation}
F_\pm'=\mp iwF_\pm-(\kappa/r\mp i)F_\mp,\qquad -iw=u+iV. \label{F}
\end{equation}
Thus $(\ln F_+)'=u+iV-(\kappa/r-i)\varrho$ with $\varrho=F_-/F_+$ and $\varrho'=-2(u+iV)\varrho-(\kappa/r+i)+(\kappa/r-i)\varrho^2$. The explicit term gives the phase $\lambda\int_0^bV\,dr$, which is linear. In $\varrho$, for $r\lesssim1/u$ the potential acts over a length $1/u$ and its effect is $O(V/u)$. For $r\gg1/u$, $\varrho\approx-(\kappa/r+i)/2(u+iV)$ adds $M^2/2(u+iV)$ to $(\ln F_+)'$; its dependence on $V$ is $-iM^2V/2u^2$, whose integral from $1/u$ is again $O(V/u)$. Higher orders carry higher powers of $V/u$, which also permits the exchange of the $r$ and $u$ integrals. Since $W(0)$ is real,
\begin{equation}
\Phi_\kappa(\lambda)=\Phi_\kappa(0)+\lambda\int_0^bV\,dr+\pi n_\kappa(\lambda),\qquad n_\kappa\ \text{integer}.
\end{equation}
While $W(0)\ne0$, $\Phi_\kappa$ is continuous in $\lambda$ and $n_\kappa=0$. Hence $q_k=0$ for every $k$, provided $V$ is bounded and no level passes $E=0$ as $\lambda$ grows from 0 to 1. For $V<0$ the levels fall monotonically, $dE/d\lambda=\langle V\rangle$, so it suffices that, for each $\kappa$, the first level to leave the upper continuum is still positive at $\lambda=1$; the lowest level found in the gap will not do if an earlier one has already sunk below $-1$.

If a level crosses $E=0$ downwards, $W\propto z-E$ nearby. Along the upper axis $\arg(iu-E)$ runs from $\pi$ to $\pi/2$ for $E>0$ and from $0$ to $\pi/2$ for $E<0$, so $n_\kappa$ rises by one and $q_k=-2k$: the imaginary axis counts the $2k$ states as filled. Adding $2k(P^2+Q^2)$ of that level to $f_k$ restores the neutral vacuum. The numerical check uses the model coupling $\eta=1.15$. Sign changes of $W$ locate levels at $-0.505$ and $0.566$ ($\kappa=-1$) and $0.323$ ($\kappa=+1$), one of them negative, and (\ref{fk}) gives $q_1=-2.000000$.

For a bounded potential, the Wichmann–Kroll charge is now shown to vanish separately for every $k$, provided no level passes $E=0$ as the potential is switched on. What remains is the point nucleus, where this proof fails, then the tail of the density and its potential, and the $1s$ shift in hydrogen-like caesium.
